# Multiple Sheath-Edge Potentials for Cold Ions and Two Electron Temperatures

**Q.** I am told that a plasma with cold and hot electrons can have more than one sheath-edge potential. I doubt that the phrase even has a clear meaning. What falls, from where, and what is the edge?

**A.** Positive, singly charged ions start at rest at the plasma center and fall towards an electrode without collisions. No ions are born on the way. I use atomic units with $k_B=1$ and let $\phi\ge0$ be the drop in ion potential energy from the center. An ion of mass $M$ then has speed $\sqrt{2\phi/M}$.

The electrons form two Maxwellian populations in Boltzmann equilibrium, with temperatures $T_c<T_h$:

$$n(\phi)=n_c+n_h,\qquad n_c=n_{c0}e^{-\phi/T_c},\qquad n_h=n_{h0}e^{-\phi/T_h}.$$

Outside a thin sheath the ion density equals $n$. The ions move in a flow tube of cross-section $A(s)$, where $s$ is distance towards the electrode. Conservation of ion current gives

$$A(s)\,F(\phi)=\text{const},\qquad F(\phi)=\sqrt{\phi}\,n(\phi).$$

Since $F$ vanishes at $\phi=0$, the tube must be very wide at the center and must narrow towards the electrode, as it does in front of a small collector. A tube of constant area could not carry this quasi-neutral flow through a changing potential.

**Q.** Where does that flow end?

**A.** Take the logarithm of the conservation law and differentiate with respect to $s$:

$$\frac{d\phi}{ds}=-\frac{d\ln A/ds}{d\ln F/d\phi}.$$

In a narrowing tube the numerator is finite and not zero, so the field diverges where $F'=0$. Quasi-neutrality fails there, and that place is the sheath edge. To evaluate the condition, note that $n'=-(n_c/T_c+n_h/T_h)$ and define

$$T_{\rm eff}=\frac{n_c+n_h}{n_c/T_c+n_h/T_h}.$$

Then $n'/n=-1/T_{\rm eff}$, and

$$\frac{F'}{F}=\frac1{2\phi}-\frac1{T_{\rm eff}}=\frac{T_{\rm eff}-2\phi}{2\phi\,T_{\rm eff}}.$$

A candidate edge therefore satisfies $2\phi=T_{\rm eff}(\phi)$. With one temperature $T$ this is $\phi=T/2$, a single value.

**Q.** That comes from the plasma side. Does the sheath agree?

**A.** Yes. In the thin sheath $A$ hardly changes, so the ion flux density is fixed at its edge value. If the edge is at $\phi_e$, the ion density is $F(\phi_e)/\sqrt\phi$, and the charge density is

$$\rho=\frac{F(\phi_e)}{\sqrt\phi}-n(\phi)=\frac{F(\phi_e)-F(\phi)}{\sqrt\phi}.$$

At the edge,

$$\left.\frac{d\rho}{d\phi}\right|_{\phi_e}=-\frac{n}{2\phi_e}+\frac{n}{T_{\rm eff}}.$$

Poisson's equation for the drop is $\phi''=4\pi\rho$. A small increase of $\phi$ grows monotonically if this derivative is positive and oscillates if it is negative. The border, $2\phi_e=T_{\rm eff}$, is the marginal Bohm condition, the same equation as before.

**Q.** You have one equation for one unknown. Why should it have several roots?

**A.** Because $T_{\rm eff}$ is not constant. The cold electrons are repelled first, so the mixture becomes hotter as $\phi$ rises. The difference $T_{\rm eff}-2\phi$ is positive at $\phi=0$ and tends to $-\infty$, since $T_{\rm eff}$ stays between $T_c$ and $T_h$. There is at least one root. For more than one, $T_{\rm eff}$ must somewhere rise faster than $2\phi$.

Let $w_j=n_j/n$ be the local fractions and $\beta_j=1/T_j$. Then $\langle\beta\rangle=\sum_jw_j\beta_j=1/T_{\rm eff}$. Differentiating the fractions gives $w_j'=w_j(\langle\beta\rangle-\beta_j)$, so

$$\frac{d\langle\beta\rangle}{d\phi}=\langle\beta\rangle^2-\langle\beta^2\rangle=-\mathrm{Var}(\beta),$$

$$\frac{dT_{\rm eff}}{d\phi}=-\frac{1}{\langle\beta\rangle^2}\frac{d\langle\beta\rangle}{d\phi}=\frac{\mathrm{Var}(\beta)}{\langle\beta\rangle^2}.$$

The slope is the relative variance of the inverse temperature.

**Q.** A variance can be made large by choosing the mixture. Where does a limit on the temperatures come from?

**A.** With two temperatures the relative variance has a maximum over all mixtures. Write $m=\langle\beta\rangle$. Since $\beta_c-m=w_h(\beta_c-\beta_h)$ and $m-\beta_h=w_c(\beta_c-\beta_h)$, the variance $w_cw_h(\beta_c-\beta_h)^2$ equals $(\beta_c-m)(m-\beta_h)$. Using $T_{\rm eff}=1/m$,

$$\frac{\mathrm{Var}(\beta)}{m^2}=-\beta_c\beta_hT_{\rm eff}^2+(\beta_c+\beta_h)T_{\rm eff}-1.$$

This downward parabola peaks at $T_{\rm eff}=(\beta_c+\beta_h)/(2\beta_c\beta_h)=(T_c+T_h)/2$, which some mixture does provide. With $\gamma=T_h/T_c=\beta_c/\beta_h$, its height is

$$\frac{(\beta_c+\beta_h)^2}{4\beta_c\beta_h}-1=\frac{(\beta_c-\beta_h)^2}{4\beta_c\beta_h}=\frac{(\gamma-1)^2}{4\gamma}.$$

A slope above 2 requires $(\gamma-1)^2>8\gamma$, or

$$\gamma^2-10\gamma+1>0.$$

The zeros are $5\pm\sqrt{24}$. Their product is 1, so the smaller lies below 1 and is excluded by $T_h>T_c$. Hence

$$\boxed{\frac{T_h}{T_c}>5+\sqrt{24}\approx9.90.}$$

At equality the slope reaches 2 at one mixture only. The mixture changes monotonically with $\phi$, so this happens at one point at most; $T_{\rm eff}-2\phi$ still decreases strictly and has one root. The inequality is therefore strict.

A numerical search, which asks when the central density ratio needed for an edge at $\phi$ stops being monotonic in $\phi$, gives 9.898980, against 9.898979 from the formula.

**Q.** So above 9.90 every such plasma has several candidates?

**A.** No. The density ratio must also be suitable. Let $R=n_{c0}/n_{h0}$ at the center and $a=n_c/n_h$ at the edge. Dividing numerator and denominator of $T_{\rm eff}$ by $n_h$ turns the edge condition into

$$y\equiv\frac{\phi}{T_h}=\frac{1+a}{2(1+\gamma a)}.$$

The Boltzmann factors give $a=Re^{-(\gamma-1)y}$, so $R=a\,e^{(\gamma-1)y}$. Next,

$$\frac{dy}{da}=\frac{(1+\gamma a)-\gamma(1+a)}{2(1+\gamma a)^2}=-\frac{\gamma-1}{2(1+\gamma a)^2},$$

$$\frac{d\ln R}{da}=\frac1a-\frac{(\gamma-1)^2}{2(1+\gamma a)^2}.$$

Setting this to zero and multiplying out,

$$2\gamma^2a^2-Ba+2=0,\qquad B=(\gamma-1)^2-4\gamma=\gamma^2-6\gamma+1.$$

The discriminant factorizes:

$$B^2-16\gamma^2=(B-4\gamma)(B+4\gamma)=(\gamma^2-10\gamma+1)(\gamma-1)^2.$$

The turning points are therefore

$$a_\pm=\frac{\gamma^2-6\gamma+1\pm(\gamma-1)\sqrt{\gamma^2-10\gamma+1}}{4\gamma^2}.$$

Above the threshold both are real and positive. As $a$ grows from zero, $R$ rises from zero until $a_-$, falls until $a_+$, and then rises without limit. Three candidates exist for

$$R(a_+)<R<R(a_-),$$

two at either end, and one outside. Different $a$ give different $\phi$, because $dy/da<0$.

**Q.** How wide is that window?

**A.** At the threshold it closes at $a=1/\gamma$, where $R=e^{\sqrt6}/(5+\sqrt{24})$. This follows from $y=(1+1/\gamma)/4$ and $\gamma-1/\gamma=2\sqrt{24}$, which make the exponent $(\gamma-1)y=(\gamma-1/\gamma)/4=\sqrt6$.

For large $\gamma$, $a_+\to1/2$ and $(\gamma-1)y\to3/2$, so the lower end tends to $e^{3/2}/2$. The product of the two roots is $1/\gamma^2$, hence $a_-\approx2/\gamma^2$. There $y\approx\tfrac12(1-2/\gamma)$, and the upper end is approximately

$$R(a_-)\approx\frac{2}{\gamma^2}\,e^{(\gamma-3)/2}.$$

It grows exponentially: very hot electrons can add a high candidate even when they are a small minority at the center, because the cold ones are almost all repelled at that depth. Whether the flow can end there is a separate question.

**Q.** Three roots of an equation are not three sheaths. Which of them can be real edges?

**A.** The sign of $F'$ is that of $T_{\rm eff}-2\phi$, which runs $+,-,+,-$ through three roots. The low and high roots are maxima of $F$ and the middle one is a minimum. Now use $\rho=[F(\phi_e)-F(\phi)]/\sqrt\phi$. Just beyond a maximum the charge is positive, as an ion sheath needs. Just beyond the minimum it is negative. Multiplying $\phi''=4\pi\rho$ by $\phi'$ and integrating from a field that is negligible on the sheath scale gives

$$\left(\frac{d\phi}{ds}\right)^2=8\pi\int_{\phi_e}^{\phi}\rho(\psi)\,d\psi.$$

Negative charge would make the left side negative, so no monotonic sheath starts at the middle root.

**Q.** And between the low and the high root?

**A.** A smooth presheath starts at $\phi=0$ and meets the low root $\phi_1$ first. It cannot jump ahead from a smaller $\phi$: there $F$ is still rising, so the charge just beyond would be negative. What remains is whether the sheath from $\phi_1$ can continue to the electrode. With the electron pressure $p=n_cT_c+n_hT_h$, for which $p'=-n$, the integral is

$$W(\phi)=2F(\phi_1)\left(\sqrt\phi-\sqrt{\phi_1}\right)+p(\phi)-p(\phi_1).$$

It must stay positive. If $F$ never exceeds $F(\phi_1)$ again, $\rho\ge0$ and this is assured. If the high maximum is the larger one, a layer of negative charge appears, and $W$ may reach zero. The potential then turns back, and a monotonic fall through $\phi_1$ is impossible for an electrode beyond that depth. What structure replaces it is not determined by this derivation.

**Q.** Put in some numbers.

**A.** As an illustration, consider a small electrode and electrons roughly like those of a low-pressure, filament-driven argon discharge, with $T_c=0.4$ eV, $T_h=6$ eV and $R=3$. The ions are still taken to start at rest, which a real gas does not provide; the last answer returns to this. Then $\gamma=15$, and the largest possible slope is $14^2/60=3.27$, above 2. The turning points are

$$a_\pm=\frac{136\pm14\sqrt{76}}{900}=0.2867,\;0.0155,$$

which give the window $1.57<R<4.96$. The chosen ratio lies inside. The three roots are:

| Root | $\phi$ (eV) | $n_c/n_h$ | Slope | Relative $F$ |
|---|---:|---:|---:|---:|
| Low | 0.328 | 1.397 | 0.57 | 1.00 |
| Middle | 1.681 | 0.059 | 3.26 | 0.80 |
| High | 2.844 | 0.0039 | 0.69 | 0.81 |

In atomic units the potentials are 0.0120, 0.0618 and 0.1045 hartree. For the low root, the edge formula reads $6\times2.397/[2(1+15\times1.397)]=0.328$ eV.

The cold electrons still outnumber the hot ones at the low edge and have nearly vanished at the high one. The high potential is 8.7 times the low one, yet its ion flux density would be 19% smaller, because the fall in density outweighs the gain in speed. Since the low maximum is also the larger, its sheath has positive charge throughout, and the low edge is the one reached in this model.

With the temperatures held fixed, the two maxima become equal at $R=1.98$. In a sheath of constant area, the low edge is blocked below $R=1.85$, down to the end of the window, if the electrode is deep enough. Between 1.85 and 1.98 the sheath contains negative charge but remains possible.

**Q.** Real ions are also born between the center and the electrode. Does 9.90 survive that?

**A.** The number changes. Take the opposite limit: a planar plasma in which ions are born at rest all along the path, at a positive rate $S(x)$. Summing over birthplaces,

$$n(\phi)=\int_0^\phi\frac{g(\phi')}{\sqrt{\phi-\phi'}}\,d\phi',\qquad g=\sqrt{\frac M2}\,S\,\frac{dx}{d\phi}.$$

The edge, where the field diverges, is where $g=0$. To isolate $g$, rename the upper limit $\phi'$ and the integration variable $\eta$, divide by $\sqrt{\phi-\phi'}$, integrate over $\phi'$ from 0 to $\phi$, and exchange the integrations. The inner integral $\int_{\eta}^{\phi}d\phi'/\sqrt{(\phi-\phi')(\phi'-\eta)}$ equals $\pi$, so

$$g(\phi)=\frac1\pi\frac{d}{d\phi}\int_0^\phi\frac{n(\phi')}{\sqrt{\phi-\phi'}}\,d\phi'.$$

For one population put $\phi'=\phi-Tt^2$ and $u=\sqrt{\phi/T}$. The integral of $e^{-\phi'/T}$ becomes $2\sqrt T\,D(u)$, where $D(u)=e^{-u^2}\int_0^ue^{t^2}dt$ is Dawson's function. Since $D'=1-2uD$ and $du/d\phi=1/(2\sqrt{T\phi})$, the edge condition is

$$\sum_{j=c,h}n_{j0}\,[1-2u_jD(u_j)]=0,\qquad u_j=\sqrt{\phi/T_j}.$$

The source profile has dropped out. A numerical search puts the threshold of this model at $\gamma\approx10.8$. For the same temperatures and $R$, the roots move to 0.69, 2.09 and 3.16 eV. The value $5+\sqrt{24}$ thus belongs to ions that all start at the center.

**Q.** Then how far should I trust the example for a real discharge?

**A.** As an illustration, not as a prediction. In the planar plasma with births along the path, three roots remain at $\gamma=15$, but the low potential more than doubles. That shift does not carry over directly to a small electrode. There the tube is widest far out, so most ions are born before much of the potential has fallen, which is closer to the model with all ions starting at the center. For the other estimates, take a central density of $10^9$ cm$^{-3}$, argon at 0.1 mTorr and 300 K, an ion path of 3 cm and an edge radius of 1 cm. A rough charge-exchange cross section of $10^{-14}$ cm$^2$ gives a free path of 31 cm, so about 9% of fast ions would collide. These ions are not fast: in a spherical tube running from 4 cm to 1 cm the drop is still only 0.007 eV at 2 cm, so over much of the path they move more slowly than the gas atoms and spend longer among them. Counted with the relative speed, about 30% of ions starting at rest collide, and 12 to 15% of ions starting with thermal energy. At 1 mTorr the free path would be about the ion path itself, and free fall would fail. The Debye length at the low edge is 0.25 mm. It must be small compared with the distance over which the tube narrows, which in front of a small electrode is about the edge radius, not the whole ion path. For a radius of 1 cm it is 2.5%, and quasi-neutrality holds to 1% until about 0.4 mm from the edge, but the edge potential is blurred: Poisson's equation in a spherical tube gives a drop of 0.22 eV instead of 0.33 eV at the nominal edge radius; for 1 mm it would be 25%, and the thin-sheath model would fail. The whole sheath is thicker: in front of a strongly negative electrode its potential drop is many times $T_{\rm eff}$ at the edge, and it spans many Debye lengths. If the electrode is small, the tube can then narrow further inside the sheath. That raises the ion density, so the charge beyond the low edge stays positive in the example, but the blocking limit of 1.85 then no longer applies, and the blocking may vanish altogether: for the 1 cm edge at this density, the potential in a spherical tube falls monotonically at $R=1.6$, 1.7 and 1.8. With a planar sheath, a floating electrode lies about 30 eV below the center, and the hot electrons it absorbs lower the hot density at the low edge by about 0.09%. An electrode clearly smaller than the sheath edge collects fewer electrons and floats less deep. The 1 cm edge is such a case: in a spherical tube the sheath is about 4 mm thick, the electrode radius is 0.6 cm, and it floats about 24 eV below the center. Filament electrons that have not become Maxwellian are outside the model, and their effect is not sized.

**Q.** You let the ions start at rest, but the gas is warm.

**A.** Give each ion a starting energy $\varepsilon=T_{\rm gas}/2=0.013$ eV along the path. The condition becomes $2(\phi+\varepsilon)=T_{\rm eff}(\phi)$, and differentiation gives

$$\frac{d\phi}{d\varepsilon}=\frac{2}{dT_{\rm eff}/d\phi-2}.$$

The outer roots, with slopes below 2, move down; the middle root moves up. The low edge falls to 0.310 eV, 5% below its cold-ion value. Ions that stream into the tube from a warm gas carry on average $T_{\rm gas}$ along the path, twice this energy, so their shift is about 10%. This sizes only the motion along the path. In a spherical tube each ion keeps its angular momentum, so its sideways energy grows as the inverse square of the radius. From 4 cm to 1 cm it grows 16-fold, on average from $T_{\rm gas}=0.026$ eV to 0.41 eV, which is more than the whole drop to the low edge. Most ions would then miss the edge, many of them turned back well before it, where the potential has hardly fallen. The example, with its 3 cm path and 1 cm edge, therefore shows how the roots arise for very cold ions. It does not predict the edge in a discharge whose ions are at room temperature.

## Numbers as computed

```
Threshold 5+sqrt(24): 9.898979 (no unit)
Threshold from numerical search: 9.898980 (no unit)
Most edges found at gamma 10.0: 3 (count)
Cold, hot temperature: 0.4, 6.0 eV
Temperature ratio gamma: 15.0 (no unit)
Central cold/hot density ratio: 3.0 (no unit)
Largest possible slope dT_eff/dphi: 3.2667 (no unit)
Turning compositions a+, a-: 0.28672, 0.01550 (no unit)
Window of central ratio: 1.5682 to 4.9562 (no unit)
Edge potentials low, middle, high: 0.3275, 1.6812, 2.8438 eV
Same potentials: 0.012036, 0.061783, 0.104508 hartree
Cold/hot ratio at these edges: 1.397078, 0.059358, 0.003939 (no unit)
Slope dT_eff/dphi at these edges: 0.5680, 3.2557, 0.6882 (no unit)
Flux relative to low edge: 1.0000, 0.7990, 0.8114 (no unit)
Central ratio for equal outer fluxes: 1.9756 (no unit)
Low edge blocked below central ratio: 1.8494 (no unit)
Distributed births, threshold: 10.778 (no unit)
Distributed births, edge potentials: 0.6945, 2.0856, 3.1608 eV
Gas temperature: 300 K
Ion starting energy kT/2: 0.0129 eV
Edges with that starting energy: 0.3096, 1.7019, 2.8239 eV
Gas pressure: 0.1 mTorr
Gas density: 3.219e+12 cm^-3
Rough charge-exchange cross section: 1e-14 cm^2
Charge-exchange free path: 31.1 cm
Ion path: 3.0 cm
Fraction of ions that collide: 9.2 percent
Central electron density: 1e+09 cm^-3
Debye length at the three edges: 0.253, 0.964, 1.418 mm
Low-edge Debye length / path: 0.84 percent
Argon ion mass: 39.95 u
Floating electrode drop from center: 29.80 eV
Hot density lost at low edge: 0.086 percent
```
